\section*{Ligand exchange between two titanium amides: finding the equilibrium mixture}

\section{Problem}

Liquid tetrakis(dimethylamido)titanium, Ti(NMe$_2$)$_4$, and liquid tetrakis(diethylamido)titanium, Ti(NEt$_2$)$_4$, are mixed in a closed vessel, $0.100$ mol of each, and held at $333$ K. Whole amido ligands move between titanium centres until equilibrium is reached. Neither ligand has an energetic preference for particular neighbours. In what ratio do the possible complexes stand, how much of each is present, and by how much has the free energy fallen?

Let $k$ be the number of diethylamido ligands on a titanium centre, so that the complexes are Ti(NMe$_2$)$_{4-k}$(NEt$_2$)$_k$ with $k=0,\dots,4$. Let $x_k$ be the fraction of all centres that carry $k$ such ligands, and $p$ the fraction of all ligands that are diethylamido. Here $p=1/2$.

The following is assumed. Each centre keeps four ligands in equivalent tetrahedral sites. No ligand is lost or broken, so NMe$_2$ and NEt$_2$ never turn into NEtMe. The liquid mixes ideally. The absence of preference means that, once we specify which ligand sits on each of the four sites, the free energy of that labelled arrangement is
\begin{equation}
 g_k=k_BT\,(c+ak),
 \label{eq:linear}
\end{equation}
with constants $c$ and $a$. Titanium may bind one ligand more strongly than the other, which gives $a\neq0$. What is excluded is any dependence of a ligand's contribution on its neighbours.

\section{A tempting solution}

Consider the exchange between neighbouring compositions,
\begin{equation}
 (k-1)+(k+1)\rightleftharpoons k+k,\qquad k=1,2,3,
 \label{eq:exchange}
\end{equation}
where each number stands for the complex with that many diethylamido ligands. By (\ref{eq:linear}) the two sides have the same energy, since $(k-1)+(k+1)=2k$. It is tempting to conclude that the equilibrium constant is one:
\begin{equation}
 \frac{x_k^2}{x_{k-1}x_{k+1}}=1 .
 \label{eq:wrong}
\end{equation}
Then $x_{k+1}/x_k$ is the same for every $k$. Call it $q$, so that $x_k=x_0q^k$. Half of the ligands are diethylamido, so the mean of $k$ is 2 and $\sum_k(k-2)q^k=0$:
\begin{equation}
 -2-q+q^3+2q^4=(q^2-1)(2q^2+q+2)=0 .
\end{equation}
The second factor is positive for $q>0$, so $q=1$. The five complexes would be equally abundant, with $0.040$ mol of each.

\section{Where it fails}

The ligand balance is correct, and so is the algebra after (\ref{eq:wrong}). The fault is (\ref{eq:wrong}) itself. An equilibrium constant is fixed by the change in free energy, and equal energies do not make that change zero when the two sides can be realized in different numbers of ways. A single NEt$_2$ ligand can occupy any of four sites, whereas Ti(NMe$_2$)$_4$ has one arrangement.

Following the ligands shows that the proposed mixture would not stay as it is. Let two randomly chosen centres swap one randomly chosen ligand each. A centre with $k=0$ becomes $k=1$ whenever the arriving ligand is NEt$_2$, which has probability $1/2$. A centre with $k=1$ returns to $k=0$ only if its one NEt$_2$ ligand is the one that leaves, with probability $1/4$, and an NMe$_2$ ligand arrives, with probability $1/2$. With $x_0=x_1=1/5$ the two flows, counted per swap for one of the two centres taking part, are
\begin{equation}
 0\to1:\ \tfrac15\cdot\tfrac12=\tfrac1{10},
 \qquad
 1\to0:\ \tfrac15\cdot\tfrac14\cdot\tfrac12=\tfrac1{40}.
\end{equation}
The pure complex is consumed four times as fast as it is restored. The flows balance when $x_1=4x_0$.

\section{Solution by counting}

\subsection{One centre}

Four labelled sites with two choices each have $2^4=16$ arrangements. Those with $k$ diethylamido ligands number
\begin{equation}
 \binom4k=1,\ 4,\ 6,\ 4,\ 1 .
\end{equation}
Do arrangements with the same $k$ belong to one compound, or are there isomers? A regular tetrahedron has 12 proper rotations. They carry any corner into any other, and any edge into any other. Hence all four arrangements with $k=1$ are the same complex in different orientations, and so are all six with $k=2$, since two NEt$_2$ ligands mark an edge. The case $k=3$ is $k=1$ with the ligands interchanged. There are five complexes and no further isomers of ligand placement.

The same count appears in the rotational partition function if each ligand is treated as a point. That function is divided by the symmetry number $\sigma_k$, the number of rotations that leave the ligand pattern unchanged. All 12 do so for $k=0$. For $k=1$ they are the three about the axis through the odd ligand, and for $k=2$ the identity and one half-turn. Thus
\begin{equation}
 \sigma_k=12,\ 3,\ 2,\ 3,\ 12,
 \qquad \frac1{\sigma_k}=\frac1{12}\binom4k .
\end{equation}
The factor $1/12$ is common to all complexes and cancels. One uses either the number of arrangements or the symmetry number, not both. Real amido ligands are not points: their shape can lower the symmetry numbers, and their different orientations must then be counted as well. Other contributions from translation, rotation and vibration, such as the changing mass and moments of inertia, belong to $g_k$; that they follow (\ref{eq:linear}) is an approximation.

\subsection{Many centres}

Take $N$ centres and $M$ diethylamido ligands on their $4N$ sites. By (\ref{eq:linear}) every placement has the same total, $k_BT(cN+aM)$, because $M$ is fixed. All $\binom{4N}{M}$ placements are therefore equally likely. If a chosen centre holds $k$ of the NEt$_2$ ligands, the other $M-k$ lie on the remaining $4N-4$ sites, so
\begin{equation}
 x_k=\binom4k\frac{\binom{4N-4}{M-k}}{\binom{4N}{M}} .
 \label{eq:finite}
\end{equation}
Writing the binomial coefficients as factorials gives
\begin{equation}
 \frac{\binom{4N-4}{M-k}}{\binom{4N}{M}}
 =\frac{\dfrac{M!}{(M-k)!}\;\dfrac{(4N-M)!}{(4N-M-4+k)!}}
 {4N(4N-1)(4N-2)(4N-3)} .
\end{equation}
The first quotient in the numerator is a product of $k$ factors, $M(M-1)\cdots$, and the second a product of $4-k$ factors starting at $4N-M$. There are four factors above and four below. Divide each by $4N$ and let $N$ grow at fixed $p=M/(4N)$. The subtracted integers vanish, leaving
\begin{equation}
 x_k=\binom4k p^k(1-p)^{4-k}.
 \label{eq:binomial}
\end{equation}
For the equimolar mixture $p=1/2$, every power product equals $1/16$, and
\begin{equation}
 \boxed{x_0:x_1:x_2:x_3:x_4=1:4:6:4:1}
 \label{eq:answer}
\end{equation}

The limit matters for a handful of molecules. With $N=4$ and $M=8$, (\ref{eq:finite}) gives $x_2=6\cdot924/12870=0.431$ instead of $0.375$: a centre that takes more than its share of one ligand depletes the small supply left for the others. With $N=1000$ the value is $0.3752$, and for a weighable amount the difference is negligible.

Another limit is a trace of diethylamide in dimethylamide, $p\ll1$. Then $x_1\approx4p$ and $x_2\approx6p^2$, so nearly every NEt$_2$ ligand sits alone among three NMe$_2$ ligands. The symmetric ratio belongs to the equimolar mixture; the binomial law (\ref{eq:binomial}) holds for any $p$.

\section{The same result from the free energy}

In an ideal mixture each complex contributes its own free energy and a mixing term $k_BT\ln x_k$. The $\binom4k$ arrangements lower the free energy of complex $k$ by $k_BT\ln\binom4k$. Per centre,
\begin{equation}
 \frac{G}{Nk_BT}=\sum_{k=0}^4x_k\left[c+ak-\ln\binom4k+\ln x_k\right].
 \label{eq:G}
\end{equation}
The minimum is sought at fixed $\sum_kx_k=1$ and $\sum_kkx_k=4p$. With Lagrange multipliers $\lambda$ and $\mu$ for these conditions, differentiation with respect to $x_k$ gives
\begin{equation}
 c+ak-\ln\binom4k+\ln x_k+1=\lambda+\mu k .
\end{equation}
Solving for $x_k$,
\begin{equation}
 x_k=A\binom4kq^k,\qquad A=e^{\lambda-1-c},\quad q=e^{\mu-a}.
\end{equation}
The first condition gives $A(1+q)^4=1$. For the second, $\sum_kk\binom4kq^k=4q(1+q)^3$, so $4q/(1+q)=4p$ and $q=p/(1-p)$. Substitution returns (\ref{eq:binomial}). The constant $a$ has been absorbed into $q$, which the ligand totals fix: a stronger bond to one ligand does not alter the distribution. The second derivatives of (\ref{eq:G}) are $1/x_k>0$, so $G$ is convex and this stationary point is its one minimum.

The correct replacement for (\ref{eq:wrong}) follows by inserting (\ref{eq:binomial}). All powers of $p$ and $1-p$ cancel:
\begin{equation}
 \frac{x_k^2}{x_{k-1}x_{k+1}}
 =\frac{\binom4k^2}{\binom4{k-1}\binom4{k+1}}
 =\frac83,\ \frac94,\ \frac83
 \qquad(k=1,2,3).
\end{equation}
For the overall reaction of the two pure complexes to give two molecules with $k=2$, the constant is $x_2^2/(x_0x_4)=36$. These values, rather than one, express the absence of energetic preference.

\section{Amounts and free energy}

The molar masses are $224.17$ and $336.39$ g/mol, so $0.100$ mol of each means weighing $22.42$ g of Ti(NMe$_2$)$_4$ and $33.64$ g of Ti(NEt$_2$)$_4$. The vessel holds $200$ mmol of titanium. Multiplication by $1/16$, $4/16$, $6/16$, $4/16$ and $1/16$ gives
\begin{equation}
 12.5,\quad50.0,\quad75.0,\quad50.0,\quad12.5\ \text{mmol}
\end{equation}
for $k=0$ to 4. The NEt$_2$ ligands add up to $50+2\cdot75+3\cdot50+4\cdot12.5=400$ mmol, the amount put in. Seven eighths of the titanium is now in mixed complexes.

For the free energy, compare this state with the liquid that is fully mixed but has not exchanged any ligand. There $x_0=x_4=1/2$, and (\ref{eq:G}) gives $c+2a-\ln2$. At equilibrium $\ln x_k-\ln\binom4k=-\ln16$ for every $k$, which gives $c+2a-4\ln2$. The difference per titanium is
\begin{equation}
 \Delta G=-3k_BT\ln2=-2.079\times28.70\ \text{meV}=-59.7\ \text{meV},
\end{equation}
or $-5.76$ kJ per mole of titanium. For the $0.200$ mol of titanium in the vessel the free energy falls by $1.15$ kJ through exchange. Mixing the two separate liquids had already lowered it by $k_BT\ln2$ per titanium, or $0.38$ kJ, so the total fall from the separate liquids is $1.54$ kJ. The terms in $c$ and $a$ have cancelled, so the driving force comes from the number of arrangements alone.

\section{How the mixture gets there}

Equilibrium needs a path. Take the random pair swaps used above, in a large, well-stirred liquid. Such a swap conserves the total in (\ref{eq:linear}), so forward and reverse swaps may have equal rates even if $a\ne0$. Let $s$ be the mean number of replacements a site has undergone, and $u$ the probability that it holds NEt$_2$. Each replacement brings NEt$_2$ with probability $p$, whatever was there before. Hence
\begin{equation}
 \frac{du}{ds}=p-u,\qquad u(s)=p+\left[u(0)-p\right]e^{-s}.
\end{equation}
For $p=1/2$, sites on an original dimethylamide centre have $u(0)=0$ and
\begin{equation}
 u=\tfrac12(1-e^{-s}),
\end{equation}
while those on an original diethylamide centre have $1-u$. In a large liquid the four sites of a centre are replaced independently, so each family of centres is binomial, and each family makes up half of the total:
\begin{equation}
 x_k=\tfrac12\binom4k\left[u^k(1-u)^{4-k}+(1-u)^ku^{4-k}\right].
\end{equation}
Use $u(1-u)=\frac14(1-e^{-2s})$. For $k=2$ both terms are equal and $x_2=6u^2(1-u)^2$. For $k=1$ the bracket is $u(1-u)[(1-u)^2+u^2]$, with $(1-u)^2+u^2=1-2u(1-u)=\frac12(1+e^{-2s})$. Therefore
\begin{equation}
 x_2=\tfrac38\left(1-e^{-2s}\right)^2,
 \qquad
 x_1=x_3=\tfrac14\left(1-e^{-4s}\right).
\end{equation}
After one replacement per site $x_1=0.245$ is almost at its final $0.250$, while $x_2=0.280$ is well short of $0.375$. After three, $x_2=0.373$. The difference lies in the terms in $e^{-2s}$: they cancel in the product $(1-e^{-2s})(1+e^{-2s})$ that gives $x_1$, but remain in $x_2$. The early value of $x_1$ does not mean that the centres have equilibrated. At $s=1$ the fraction with $k=1$ is $4u(1-u)^3=0.40$ among the original dimethylamide centres and $4(1-u)u^3=0.09$ among the original diethylamide centres; only their average is close to $0.250$. An analysis taken too early therefore shows too much of the pure complexes and too little of $k=2$. The model counts replacements, not hours; a time would require a measured exchange rate.

\section{When the ratio is different}

\subsection{Equal masses}

If equal masses are mixed, the heavier compound supplies fewer molecules:
\begin{equation}
 p=\frac{1/336.39}{1/224.17+1/336.39}=0.400 .
\end{equation}
Equation (\ref{eq:binomial}) then gives $13.0$, $34.6$, $34.6$, $15.4$ and $2.6$ percent for $k=0$ to 4. The symmetry between the ligands is gone although the exchange is as free of preference as before.

\subsection{A preference for like or unlike neighbours}

A centre with $k$ diethylamido ligands has $k(4-k)=0,3,4,3,0$ pairs of unlike ligands. Give each such pair an energy $w$, measured from the average of the two kinds of like pair, and set $\beta=w/(k_BT)$. Either sign is possible; repulsion between the bulkier NEt$_2$ ligands alone would make $w$ negative, since it favours unlike pairs. Adding $\beta k(4-k)$ to the bracket of (\ref{eq:G}) and repeating the minimization multiplies the solution by $e^{-\beta k(4-k)}$. For $p=1/2$ this factor is symmetric under $k\to4-k$, so $q=1$ still gives a mean of 2, and
\begin{equation}
 x_k=\frac1Z\binom4ke^{-\beta k(4-k)},
 \qquad Z=\sum_{j=0}^4\binom4je^{-\beta j(4-j)} .
\end{equation}
To find the effect of a small $w$, differentiate the logarithm at $\beta=0$:
\begin{equation}
 \frac{d\ln x_k}{d\beta}=-k(4-k)+\langle j(4-j)\rangle,
 \qquad
 \langle j(4-j)\rangle=3\cdot\tfrac12+4\cdot\tfrac38=3 .
\end{equation}
The slope is $-1$ for $k=2$, zero for $k=1$ and 3, and $+3$ for the pure complexes. Take $w=5$ meV as an assumed size; it is not a computed property of these molecules. Then $\beta=0.174$, and to first order $x_2$ falls by 17 percent of its ideal value. The full expression gives a fall of 18 percent, to $0.307$, while $x_0$ rises from $0.063$ to $0.103$ and $x_1$ only moves from $0.250$ to $0.244$. With $w=-5$ meV, $x_2$ rises to $0.437$. Relative to their ideal amounts, the pure complexes thus respond most strongly to a small preference, although the absolute change is then larger for $x_2$. Since $x_1/x_0=4e^{-3\beta}$ and $x_2/x_0=6e^{-4\beta}$, the ratio (\ref{eq:answer}) requires $4|w|\ll k_BT$: already at $w=0.1\,k_BT$, about $3$ meV, it has become $1:3.0:4.0:3.0:1$. Whether the real compounds meet this condition is not shown here.

\subsection{The vapour and a real source}

Both compounds serve as precursors for depositing titanium nitride films, and $333$ K is a rough temperature for a heated source. What reaches the film is vapour, whose composition differs from the liquid's. Take rough pure pressures $P_0=1$ Torr for Ti(NMe$_2$)$_4$ and $0.01$ Torr for Ti(NEt$_2$)$_4$, and assume that each replaced ligand lowers the pressure by the same factor $r=(0.01)^{1/4}=0.316$. Raoult's law gives partial pressures $x_kP_0r^k$, with the sum
\begin{equation}
 P=\frac{P_0}{16}\sum_{k=0}^4\binom4kr^k
 =P_0\left(\frac{1+r}2\right)^4\approx0.19\ \text{Torr}.
\end{equation}
Dividing each partial pressure by $P$ gives a binomial law again, now with the diethylamido fraction
\begin{equation}
 p'=\frac r{1+r}=0.240 .
\end{equation}
The vapour contains $33$, $42$, $20$, $4$ and $0.3$ percent of the complexes $k=0$ to 4, far from (\ref{eq:answer}). These figures are only as good as the rough inputs: with $0.003$ or $0.03$ Torr for Ti(NEt$_2$)$_4$ the share of $k=0$ is $43$ or $25$ percent and $P$ is about $0.15$ or $0.25$ Torr. Before exchange the same liquid would have had a pressure of $\frac12(1+0.01)\approx0.5$ Torr. Exchange lowers it in this model because $r^k$ is a convex function of $k$: each mixed complex has a lower pressure than the straight line between the pure ones. Pressures lying on that line would leave $P$ unchanged by exchange and give a vapour of about $12$, $37$, $38$, $13$ and $0$ percent.

A working source breaks the assumption of a closed vessel. If a small fraction $f$ of the titanium is drawn off as vapour, the liquid loses ligands of composition $p'$, and its own $p$ rises by about $(p-p')f=0.26f$. Drawing off one percent raises $p$ from $0.500$ to about $0.503$, which hardly disturbs the ratio; drawing off a large part of the charge does. Thermal decomposition and loss of ligands also break the assumptions, and their size is not estimated here.
